From Lognormal Interconnect Lives to a Nearly Weibull Chip Life

A chip contains N interconnect lines under the same stress, and it fails when its first line fails. The line lives T₁, …, T_N are independent and lognormal:

ln T_i = ln t₅₀ + σ Z_i,

where Z_i is a standard normal variable, t₅₀ is the median line life and σ, held fixed as N varies, is the standard deviation of the natural logarithm of life. The normal density and distribution function are

φ(z) = exp(−z²/2)/√(2π), Φ(z) = ∫ φ(s) ds from −∞ to z.

The problem is to find the law of T_min = min T_i for large N, and to see how far it can be described by a Weibull law, whose survival probability is exp[−(t/η)^β] with scale η and shape β. Times are in years.

**(a) Write the survival probability of the chip. Which part of the line distribution controls it?**

A line survives to time t if Z_i > z, where

z = ln(t/t₅₀)/σ.

This has probability 1 − Φ(z). The chip survives if every line does, and independence turns the joint probability into a product:

S_N(t) = [1 − Φ(z)]^N.

Failure becomes likely when NΦ(z) is of order one, that is, when Φ(z) is of order 1/N. The chip therefore probes the early tail of the line distribution, at large negative z. A simulation of 10 000 chips with 1000 lines each, at σ = 0.4, gave an empirical distribution whose largest distance from this law was 0.0067. That is within the sampling scale 1/√10000 = 0.01.

**(b) The tail is governed by the ratio h(u) = φ(u)/Φ(−u). Find its derivative, and bound both h and h′.**

Since φ′(u) = −uφ(u) and dΦ(−u)/du = −φ(u), the quotient rule gives

h′ = −uφ/Φ(−u) + φ²/Φ(−u)² = h(h − u).

To bound this, consider a normal variable known to exceed u. Because sφ(s) = −φ′(s), its mean is

E[Z | Z>u] = ∫_u^∞ sφ(s) ds / Φ(−u) = h(u).

A variable that exceeds u has a mean above u, so h > u. Integration by parts gives the second moment:

∫_u^∞ s·sφ(s) ds = uφ(u) + Φ(−u), so E[Z² | Z>u] = 1 + uh.

The conditional variance is thus 1 + uh − h² = 1 − h(h − u) = 1 − h′. It is positive, and h > u > 0 or h > 0 ≥ u makes h(h − u) positive as well. Hence, for every u,

0 < h′(u) < 1.

The upper bound reads h² − uh − 1 < 0, so h < [u + √(u²+4)]/2. For u > 0, u² + 4 < (u + 2/u)², and therefore

u < h(u) < u + 1/u.

**(c) Choose a suitable origin and scale for ln T_min, and find its limiting law.**

Let b be the depth at which one line in N is expected to have failed, and let h_N be the ratio there:

Φ(−b) = 1/N, h_N = h(b) = Nφ(b).

Write z = −b + x/h_N and expand ln Φ(z) about −b. Because φ is even,

(ln Φ)′(z) = φ(z)/Φ(z) = h(−z), (ln Φ)″(z) = −h′(−z).

At z = −b the function is −ln N and its slope is h_N. Taylor's theorem with remainder gives

ln[NΦ(z)] = x − R, R = h′(u*) x²/(2h_N²),

with u* between b and b − x/h_N. The bounds in (b) imply

0 ≤ R ≤ x²/(2h_N²).

As N → ∞, b and hence h_N grow without limit. At fixed x, R → 0 and NΦ(z) → e^x.

It remains to pass from NΦ to the survival probability. For 0 < p < 1, −ln(1−p) is the integral of 1/(1−q) from 0 to p, and the integrand lies between 1 and 1/(1−p). Thus

NΦ ≤ −ln S_N ≤ NΦ/(1 − Φ).

Since Φ = (NΦ)/N → 0, both sides tend to e^x, and

S_N → exp(−e^x).

In terms of time, ln(t/t₅₀) = σz = −σb + σx/h_N. Solving for x,

x = β_N ln(t/η_N), η_N = t₅₀ exp(−σb), β_N = h_N/σ.

So X = β_N ln(T_min/η_N) satisfies P(X > x) → exp(−e^x), which is the Gumbel law for minima.

**(d) In what sense is this a Weibull law?**

Replacing x by β_N ln(t/η_N) in the limiting form gives, for large finite N,

S_N(t) ≈ exp[−(t/η_N)^β_N].

This is a Weibull law with a shape that depends on N. Since β_N grows without bound, no single Weibull law with fixed shape is the limit.

On a Weibull plot, W = ln(−ln S_N) is drawn against ln t. Here

W = ln N + ln{−ln[1 − Φ(z)]},

dW/d ln t = φ(z) / {σ[1 − Φ(z)][−ln(1 − Φ(z))]}.

The slope at a given time does not contain N. More lines raise the whole curve by ln N and bring an earlier, steeper part of it into the range of likely chip failures. At η_N, Φ = 1/N and φ = h_N/N. The remaining factors are

(1 − 1/N)[−ln(1 − 1/N)] = (1/N)[1 − 1/(2N) + …],

so the slope is β_N[1 + 1/(2N) + …]. The effective shape is thus the local slope at the characteristic chip life.

**(e) Express the shape through ln N. May the same approximation be used in the scale?**

The logarithm of 1/N = φ(b)/h_N is

ln N = b²/2 + ½ ln 2π + ln h_N.

With ℓ = √(2 ln N), this becomes

b² = ℓ² − ln 2π − 2 ln h_N.

From b < h_N < b + 1/b, ln h_N is negligible beside b². Hence b/ℓ → 1 and h_N/ℓ → 1, which gives

β_N ≈ √(2 ln N)/σ to leading order.

For the next order, 2 ln h_N = 2 ln ℓ + o(1) = ln 2 + ln ln N + o(1), where o(1) denotes terms that vanish as N → ∞. Define A = ln ln N + ln 4π. Then

b² = ℓ² − A + o(1), b ≈ ℓ − A/(2ℓ).

To relate h_N to b at this order, write φ = (sφ)/s and integrate by parts twice:

Φ(−b) = φ(b)(1/b − 1/b³) + 3∫_b^∞ φ(s)/s⁴ ds.

The last integral is below φ(b)/b⁵, because 1/s⁴ ≤ s/b⁵ there. Inverting the series gives h_N = b + 1/b + O(1/b³), and so

h_N/ℓ ≈ 1 − (A − 2)/(2ℓ²).

The relative correction vanishes slowly: even at N = 10²⁵⁰, h_N/ℓ is 0.9970.

In the shape, ℓ may replace h_N, since this multiplies X by ℓ/h_N → 1. In the scale, ℓ may not replace b. The exponent of η_N would change by σ(ℓ − b), which the shape ℓ/σ turns into a displacement

ℓ(ℓ − b) ≈ A/2

of the Gumbel variable. This grows without bound, although very slowly.

**(f) How large is the error of the Weibull form, and does "effective shape" have one value?**

By (b) and (e), h′ = h(h − u) → 1 for large u, so R ≈ x²/(2h_N²) at fixed x. Expanding exp(−e^(x−R)) to first order in R gives

S_N − exp(−e^x) ≈ [x²/(2h_N²)] e^x exp(−e^x).

The largest absolute error in probability is therefore

C/h_N², C = ½ max[x² exp(x − e^x)] = 0.2401.

At N = 10²⁵⁰ the directly computed distance, multiplied by h_N², is 0.2397.

A small absolute error does not guarantee a small relative error in early failures. There the failure probability is about NΦ = e^(x−R), so the Weibull form overstates it by a factor e^R. This factor is near one if x² ≪ 2h_N², a condition that fails far enough into the tail at any fixed N.

The life itself, scaled linearly, has the same limit. Put V = β_N(T_min/η_N − 1). Then

x = β_N ln(1 + v/β_N) ≈ v − v²/(2β_N),

and ln(NΦ) ≈ v − (v²/2)(1/h_N² + 1/β_N). The limit is again Gumbel, with leading error C(1/h_N² + 1/β_N). At fixed σ the second term, σ/h_N, decays more slowly, so the logarithm is the better variable for large N.

A shape may also be inferred from the standard deviation of ln T_min. For a continuous life, S_N(T_min) is uniformly distributed, so G = ln[−ln S_N(T_min)] follows the Gumbel law at any N. From (c), G ≈ X − X²/(2h_N²), and inversion gives

X ≈ G + G²/(2h_N²),

Var X ≈ Var G + Cov(G, G²)/h_N².

Since e^G is a unit exponential variable, E[e^(sG)] = Γ(1+s). The expansion of ln Γ(1+s) supplies the first three cumulants, −γ, π²/6 and −2ζ(3), where γ is Euler's constant and ζ is the Riemann zeta function. For any variable with cumulants κ₁, κ₂, κ₃, Cov(G, G²) = κ₃ + 2κ₁κ₂, so here

Cov(G, G²) = −2ζ(3) − γπ²/3.

A Weibull life of shape k has standard deviation π/(√6 k) in its logarithm. Equating this to √(Var X)/β_N and expanding the square root,

k ≈ [h_N + c/h_N]/σ, c = γ + 6ζ(3)/π² = 1.308.

The shapes given by the local slope, the standard deviation and the leading formula have ratios that tend to one as N → ∞, but at finite N the three values generally differ.

**(g) Evaluate the result for t₅₀ = 100 years, σ = 0.4 and N = 10⁶.**

The depth and the two measures of steepness are

b = 4.753, h_N = 4.948, ℓ = 5.257.

The scale and shape follow:

η_N = 100 exp(−0.4 × 4.753) = 14.9 years,

β_N = 4.948/0.4 = 12.4.

The leading formula gives ℓ/σ = 13.1, about 6% above β_N. The standard deviation gives 12.9, and its two-term formula 13.0. Replacing b by ℓ in the scale would give 12.2 years, 18% below η_N; the displacement ℓ(ℓ − b) is 2.6 Gumbel units.

The centre of the distribution is well described: the median chip life is 14.50 years in both the lognormal model and its Weibull form. The largest probability error is 0.0091, close to C/h_N² = 0.2401/4.948² = 0.0098. With shape ℓ/σ and the same η_N it is 0.0148.

The early tail is less accurate. The time by which 0.1% of chips have failed is 9.08 years in the lognormal model and 8.55 years in the Weibull form, 6% lower. At 9.08 years,

x = 12.371 ln(9.080/14.936) = −6.16,

so the Weibull form predicts a failure probability of about e^(−6.16) = 0.0021 instead of 0.001. The bound on R is 6.16²/(2 × 4.948²) = 0.77, which is no longer small. The shape ℓ/σ gives 8.83 years, closer in this tail because the true slope has risen to 15.4 there, but its largest probability error is greater, as shown above.

The same numbers show the effect of chip size. With t₅₀ and σ held fixed:

N = 10³: η_N = 29.1 years, β_N = 8.4
N = 10⁶: η_N = 14.9 years, β_N = 12.4
N = 10⁹: η_N = 9.1 years, β_N = 15.4

The last scale agrees with the 0.1% life at N = 10⁶, since both correspond to a line failure probability close to 10⁻⁹. If the lines themselves were Weibull, the shape would not change with N and the scale would vary as N^(−1/β). Applying that rule from 10⁶ to 10⁹ lines with β = 12.371 gives 14.936 × 1000^(−1/12.371) = 8.55 years, below the lognormal value.

**(h) Which neglected effects matter for a real chip?**

The example is in the regime of electromigration in damascene interconnects at about 378 K. A σ of a few tenths is a rough typical value; the median life depends strongly on current density and design, so 100 years is a round choice. The line lives are not independent across a population of chips if the lines on each chip share a temperature that varies from chip to chip. If median life varies as exp[E/(k_B T)], with activation energy E and Boltzmann constant k_B, a small temperature change gives δ ln t₅₀ ≈ −E δT/(k_B T²). For E = 0.9 eV and an assumed 3 K standard deviation between chips, the spread in log life is 0.219, more than twice the chip's own 0.099. The two variances add, and the shape inferred from the standard deviation falls from 12.9 to

π/[√6 √(0.099² + 0.219²)] = 5.3.

The 0.1% life falls from 9.1 to 6.6 years. This uses the linear relation between δ ln t₅₀ and δT; the full exponential gives a value about 1% higher. A steep slope derived for identical chips therefore need not appear in a population of chips.

The other estimates change one assumption at a time:

- If the 3 K spread acts independently on each line, the same linear relation gives σ = √(0.4² + 0.219²) = 0.456, and η_N falls to 11.4 years. The full exponential gives a value about 1% higher.
- If σ is estimated from 30 complete line lives, its standard error is about σ/√60 = 0.052. With t₅₀ fixed, one standard error changes η_N by a factor exp(4.753 × 0.052) ≈ 1.28, upward or downward.
- Suppose no line can fail before 5 years, and the time beyond 5 years is lognormal with median 95 years and the same σ, so that the median line life remains 100 years. The characteristic life rises to 5 + 95 exp(−0.4 × 4.753) = 19.2 years. Since d ln(t − 5)/d ln t = t/(t − 5), the slope there rises to 12.371 × 19.19/14.19 = 16.7.
- If a fraction 10⁻⁵ of lines has a median of 20 years with the same σ, a chip has ten weak lines on average. The characteristic life falls to 11.8 years, the slope there to 4.9, and the 0.1% life to 4.5 years.

In the last case the weak lines dominate. At 11.8 years the ordinary lines contribute at most about (11.845/14.936)^12.371 ≈ 0.06 to −ln S_N, which equals one at the characteristic life. Up to about this time the chip behaves nearly as the minimum of ten weak-line lives, and the large-N shape of the main population no longer describes it. Among the latest failures the ordinary lines matter again. Using that shape to set a lifetime limit requires evidence that such a subpopulation is absent, that σ holds down to line failure probabilities near 10⁻⁹, and that variation between chips has been included separately. The whole model also assumes equally stressed lines, any one of which ends the chip's life. It does not describe redundant networks such as meshed power grids, which survive a first line failure. N must count only lines that can fail by electromigration, which excludes lines short enough for back-stress to stop the drift, and lines at different current densities must be treated as separate populations. The remaining values are in the numerical output.

Values computed for the example and the checks

```
median line life t50 = 100 years
sigma = 0.40 (no unit), lines N = 1e+06
depth b = 4.7534, hazard h = 4.9483 (no unit)
sqrt(2 ln N) = 5.2565, h/sqrt(2 ln N) = 0.9414
characteristic chip life eta = 14.936 years
eta if sqrt(2 ln N) replaces b = 12.214 years
location error, Gumbel units = 2.645
shape beta = h/sigma = 12.371
slope of Weibull plot at eta = 12.371
shape sqrt(2 ln N)/sigma = 13.141
shape from s.d. of ln Tmin = 12.929
  shift on doubling mesh spacing = 0.0e+00
  two-term formula = 13.032
median chip life: true 14.503, Weibull 14.500 years
0.1% chip life: true 9.080, Weibull 8.546 years
0.1% life with sqrt(2 ln N) shape = 8.830 years
slope of Weibull plot at 0.1% life = 15.391
N, b, h, sqrt(2 ln N), eta (years), beta:
  1e+03 3.0902 3.3671 3.7169 29.052 8.418
  1e+06 4.7534 4.9483 5.2565 14.936 12.371
  1e+09 5.9978 6.1563 6.4379 9.080 15.391
largest probability error, beta = 0.00908
  same, sqrt(2 ln N) shape = 0.01475
  same, linear scaling = 0.02902
error constant C: formula 0.24011, at N=1e250 0.23967
  C from linear scaling at N=1e250 = 0.24107
moment constant gamma+6 zeta(3)/pi^2 = 1.3080
h/sqrt(2 ln N) at N=1e250 = 0.99701
simulation: 10000 chips of 1000 lines
  distance from weakest-link law = 0.0067
  moment shape: simulated 9.061, quadrature 9.126
NEGLECTED EFFECTS
use 378 K, spread 3 K, activation energy 0.9 eV
log-life spread from temperature = 0.2193
own s.d. of ln chip life = 0.0992
shared spread: moment shape = 5.329
shared spread: 0.1% life = 6.579 years
independent spread: sigma = 0.4562, eta = 11.437 years
30 test lines: s.e. of sigma = 0.0516, eta factor = 1.278
threshold 5 years: eta = 19.190 years, slope = 16.730
weak fraction 1e-05, median 20 years
  eta = 11.845 years, slope = 4.896
  0.1% life = 4.518 years
```
